# Free-energy correction from a fitted potential to its reference

Suppose a fitted interatomic potential is cheap enough to sample a crystal or liquid thoroughly, while the reference method to which it was fitted, for example an electronic-structure calculation, can be afforded for only a small number of configurations. A free energy computed with the potential therefore carries the fitting error. The question is how energies from both methods, on a modest number of configurations drawn with the potential, turn that free energy into the one the reference would give, and when the answer can be trusted.

Let $U_p$ be the potential's energy for the whole simulation cell, $U_r$ the reference energy, and

$$D=U_r-U_p .$$

Both describe the same $N$ classical atoms at the same volume and temperature $T$, over the same accessible configurations $x$. Write $\beta=1/kT$. The kinetic energy is the same function of the momenta in both cases, so the momentum integrals cancel in the ratio of partition functions, leaving the configuration integrals $Z=\int e^{-\beta U}dx$:

$$\Delta F=F_r-F_p=-kT\ln\frac{Z_r}{Z_p}
=-kT\ln\frac{\int e^{-\beta D}e^{-\beta U_p}dx}{\int e^{-\beta U_p}dx}
=-kT\ln\langle e^{-\beta D}\rangle_p .$$

The subscript $p$ marks an average in the potential's ensemble. This identity is exact, but its exponential favours configurations with low $D$, which may be rare in the sample. An expression in the mean and variance of $D$ avoids the exponential.

To obtain it with a known remainder, join the two energies by $U_\lambda=U_p+\lambda D$, with $\lambda$ running from 0 to 1, and let $F(\lambda)=-kT\ln Z_\lambda$. The moments of $D$ up to the third are assumed finite and continuous along this path. Differentiating under the integral gives

$$F'(\lambda)=-\frac{kT}{Z_\lambda}\int(-\beta D)e^{-\beta U_\lambda}dx=\langle D\rangle_\lambda .$$

For any quantity $A(x)$ that does not depend on $\lambda$, both numerator and denominator of its average change with $\lambda$, so that

$$\frac{d\langle A\rangle_\lambda}{d\lambda}=-\beta\left(\langle AD\rangle_\lambda-\langle A\rangle_\lambda\langle D\rangle_\lambda\right).$$

With $A=D$ this yields

$$F''(\lambda)=-\beta V_\lambda,\qquad V_\lambda=\langle D^2\rangle_\lambda-\langle D\rangle_\lambda^2 .$$

Applying the rule to both parts of the variance gives

$$\begin{aligned}
V_\lambda'&=-\beta\left(\langle D^3\rangle-\langle D^2\rangle\langle D\rangle\right)+2\beta\langle D\rangle\left(\langle D^2\rangle-\langle D\rangle^2\right)\\
&=-\beta\left(\langle D^3\rangle-3\langle D^2\rangle\langle D\rangle+2\langle D\rangle^3\right)=-\beta\kappa_{3,\lambda},
\end{aligned}$$

where all averages are taken at $\lambda$ and $\kappa_3=\langle(D-\langle D\rangle)^3\rangle$ is the third cumulant.

Integration by parts shows that $\int_0^1(1-\lambda)F''d\lambda=-F'(0)+F(1)-F(0)$. Hence

$$\Delta F=\langle D\rangle_p-\beta\int_0^1(1-\lambda)V_\lambda\,d\lambda .$$

This is still exact. Now replace $V_\lambda$ by its value at the start, $V_0=\sigma^2$, the variance of $D$ in the potential's ensemble. Since $\int_0^1(1-\lambda)d\lambda=1/2$,

$$\boxed{\Delta F=\langle D\rangle_p-\frac{\sigma^2}{2kT}+R},\qquad
R=-\beta\int_0^1(1-\lambda)(V_\lambda-V_0)\,d\lambda .$$

The mean is the correction that would apply if the configurations kept their old weights. The variance term is negative because the reference shifts weight towards configurations where $D$ is low, which lowers the free energy.

The remainder follows from one more integration by parts. The boundary terms vanish, because $V_\lambda-V_0=0$ at $\lambda=0$ and $(1-\lambda)^2=0$ at $\lambda=1$, and $V_\lambda'=-\beta\kappa_{3,\lambda}$ gives

$$R=-\frac{\beta}{2}\int_0^1(1-\lambda)^2V_\lambda'\,d\lambda
=\frac{\beta^2}{2}\int_0^1(1-\lambda)^2\kappa_{3,\lambda}\,d\lambda\approx\frac{\beta^2\kappa_3}{6}.$$

The last form holds to leading order in $D$, with $\kappa_3$ taken at $\lambda=0$. No convergent cumulant series has been assumed. Dividing by the size of the variance term, and writing $\gamma=\kappa_3/\sigma^3$ for the skewness, gives

$$\frac{|R|}{\beta\sigma^2/2}\approx\frac{\beta|\kappa_3|}{3\sigma^2}=\frac{|\gamma|\,\beta\sigma}{3}.$$

Truncation after the variance is thus justified when $|\gamma|\beta\sigma/3\ll1$ and, beyond leading order, when the variance $V_\lambda$ hardly changes along the whole path between the two ensembles.

The same integral read from the other end supplies a check and a warning about sign. From $\int_0^1\lambda F''d\lambda=F'(1)-F(1)+F(0)$,

$$\Delta F=\langle D\rangle_r+\beta\int_0^1\lambda V_\lambda\,d\lambda\approx\langle D\rangle_r+\frac{\sigma_r^2}{2kT}.$$

If the configurations come from a reference simulation, the variance is added. As variances are not negative, the two exact forms also give $\langle D\rangle_r\le\Delta F\le\langle D\rangle_p$. The average of these two means is itself a second-order estimate. Expanding $F'(1)$ gives $\langle D\rangle_r\approx\langle D\rangle_p-\beta\sigma^2+\beta^2\kappa_3/2$, so the average contains $\beta^2\kappa_3/4$ where $\Delta F$ contains $\beta^2\kappa_3/6$. Its leading error is the difference, $+\beta^2\kappa_3/12$. That is half the leading error of the truncated formula, and of opposite sign, since the truncated formula lacks $\beta^2\kappa_3/6$.

Overlap is a separate matter. Let $P_p(y)$ and $P_r(y)$ be the probability densities of finding $D=y$ in the two ensembles. Configurations with $D=y$ differ in weight by the common factor $e^{-\beta y}$, and $Z_p/Z_r=e^{\beta\Delta F}$, so

$$P_r(y)=P_p(y)\,e^{-\beta(y-\Delta F)} .$$

Suppose $P_p$ is Gaussian with mean $m$ and variance $\sigma^2$. Completing the square,

$$-\frac{(y-m)^2}{2\sigma^2}-\beta y=-\frac{(y-m+\beta\sigma^2)^2}{2\sigma^2}-\beta m+\frac{\beta^2\sigma^2}{2}.$$

The constant terms give $\ln\langle e^{-\beta D}\rangle_p$, hence $\Delta F=m-\beta\sigma^2/2$ with $R=0$ for any $\sigma$. The reference distribution has the same width, and its centre lies lower by $\beta\sigma^2$, which is $\beta\sigma$ widths. The two curves cross midway, and their shared area is twice the Gaussian tail beyond $\beta\sigma/2$ widths, that is $\mathrm{erfc}(\beta\sigma/\sqrt8)$. A measure of how many samples survive reweighting by $w=e^{-\beta D}$ is the effective fraction

$$f=\frac{\langle w\rangle_p^2}{\langle w^2\rangle_p}
=\frac{e^{-2\beta m+\beta^2\sigma^2}}{e^{-2\beta m+2\beta^2\sigma^2}}=e^{-\beta^2\sigma^2}.$$

At $\sigma=kT$ the shared area is 0.62 and $f=0.37$; at $\sigma=3kT$ they are 0.13 and $1.2\times10^{-4}$. For Gaussian $D$ the overlap condition is therefore

$$\sigma\lesssim kT ,$$

where $\sigma$ is the standard deviation of the energy difference of the whole cell. A constant offset between the methods does not enter it. When $D$ is not Gaussian the condition is neither sufficient nor necessary, as the examples below show.

For Gaussian $D$ the truncated formula survives poor overlap, although its sampling error grows. For $M$ independent configurations the sample mean and sample variance of a Gaussian are independent, with variances $\sigma^2/M$ and $2\sigma^4/(M-1)$, so the estimate has the statistical variance

$$\frac{\sigma^2}{M}+\frac{\beta^2\sigma^4}{2(M-1)} .$$

Conversely, small $\sigma$ does not by itself justify truncation. Let $D=0$ with probability $1-p$ and $D=-L$ with probability $p$, where $p=10^{-6}$ and $L=20kT$. Then $\sigma\approx\sqrt p\,L=0.02kT$, and the truncated correction is $-pL-pL^2/(2kT)=-2.2\times10^{-4}kT$. The full one is $-kT\ln[1+p(e^{20}-1)]=-6.2kT$. The reference would spend nearly all its time in a state that the potential almost never visits. The skewness, about $-1/\sqrt p=-1000$, would reveal this through $|\gamma|\beta\sigma/3\approx7$, but a hundred samples would very probably miss the state and show $D=0$ throughout, with no spread to give warning. A short reference run started in the suspected structure can reveal what the potential's own sample cannot.

If $D$ is confined to a total range $W$, the danger can be bounded. Then $|D-\langle D\rangle_\lambda|\le W$, so $|\kappa_{3,\lambda}|\le WV_\lambda$ and $|V_\lambda'|\le\beta WV_\lambda$. With $a=\beta W$, integration gives $V_0e^{-a\lambda}\le V_\lambda\le V_0e^{a\lambda}$, and therefore $|V_\lambda-V_0|\le V_0(e^{a\lambda}-1)$. Inserting this in the first form of $R$ and using $\int_0^1(1-\lambda)e^{a\lambda}d\lambda=(e^a-1-a)/a^2$,

$$|R|\le\beta\sigma^2\left[\frac{e^a-1-a}{a^2}-\frac12\right].$$

For small $a$ the bracket is $a/6$. The two-state case with $L=3kT$ reaches 0.99999 of the bound, so the bound cannot be tightened by a general factor. It is of use for $W$ up to about $kT$, since it grows exponentially with $a$: the bracket is 0.22 at $a=1$ and 0.60 at $a=2$, where the bound already exceeds the variance term $\beta\sigma^2/2$.

Cell size affects the two conditions differently. Write $D$ as a sum of atomic contributions whose correlations have short range. Each contribution is then correlated with a fixed number of others, so $\sigma^2$ and $\kappa_3$ are proportional to $N$ in large cells. Hence $\beta\sigma$ grows as $\sqrt N$, $\gamma$ falls as $1/\sqrt N$, and $|\gamma|\beta\sigma/3$ does not change. If correlations stay short-ranged along the whole path, $R/N$ also tends to a constant. Enlarging the cell destroys overlap without spoiling the truncated free energy per atom, but the error of the total free energy grows with $N$. A phase transition between the two models would invalidate this argument.

A periodic chain of atoms with displacements $q_i$ shows the sizes involved. The model has round parameters and stands for no particular material:

$$\begin{aligned}
U_p&=\sum_i\left[\tfrac12k_sq_i^2+\tfrac12k_b(q_i-q_{i+1})^2\right],\\
D&=s\sum_i\left[\epsilon+\tfrac12\delta_sq_i^2+\tfrac12\delta_b(q_i-q_{i+1})^2+cq_i^3+hq_i^4\right].
\end{aligned}$$

The springs are $k_s=1$ and $k_b=2$ eV/Å$^2$, and their errors are $\delta_s=0.1$ and $\delta_b=-0.1$ eV/Å$^2$. The other terms are $\epsilon=3$ meV, $c=0.3$ eV/Å$^3$ and $h=0.5$ eV/Å$^4$. The factor $s$ is 1 for the better fit and 3 for a poorer one. At 600 K, $kT=51.7$ meV. Full free energies come from transfer matrices, which carry out the configuration integral atom by atom on a grid; the moments of $D$ are sums over configurations built from the same matrices, not derivatives of the free energy.

For $s=1$ and $N=64$, the mean is 3.446 meV/atom and the variance term $-0.237$ meV/atom:

$$3.446-0.237\approx3.208\ \text{meV/atom},\qquad \Delta F/N=3.267\ \text{meV/atom}.$$

The spread behind this variance term is

$$\sigma=\sqrt{2\times51.7\times64\times0.2373}\ \text{meV}\approx39.6\ \text{meV}=0.77\,kT,$$

or 0.62 meV when divided by the number of atoms. The overlap condition is met, yet the remainder, 0.058 meV/atom, is a quarter of the variance term. The truncation condition explains why: $|\gamma|\beta\sigma/3=0.36$ is not small, and the variance in the reference ensemble is only 0.46 of that in the potential's. The leading estimate $\beta^2\kappa_3/6$ gives 0.085 meV/atom. Because the weight $3(1-\lambda)^2$ integrates to one, the exact $R$ is this estimate with $\kappa_3$ replaced by its weighted average along the path, which here is 0.69 of the initial value. The average of the two endpoint means, 3.287 meV/atom, lies on the other side of the full result and closer to it, as the expansion suggests.

For $s=3$ the mean triples and the variance term grows ninefold, giving $10.337-2.136\approx8.201$ meV/atom against a full correction of 9.200 meV/atom. The remainder of 1.00 meV/atom is 47% of the variance term. In a 64-atom cell it amounts to 64 meV, or $1.2kT$, which matters wherever a total free energy is wanted. The condition $\sigma=kT$ is reached at about 109 atoms for $s=1$ and 12 atoms for $s=3$, a factor of nine because $\sigma^2\propto s^2N$.

The effective fractions hold a surprise. For $s=3$ and $N=256$, where $\beta\sigma=4.6$, the Gaussian formula predicts $f=7\times10^{-10}$, while the chain has $6\times10^{-3}$. For $N=64$, where $\beta\sigma=2.3$, the two values are 0.005 and 0.28, so usable overlap survives well beyond $\sigma=kT$ in this chain. For small errors the sign of such a difference follows from the next cumulant. Using $\ln\langle e^{-t\beta D}\rangle_p\approx-t\beta\langle D\rangle_p+t^2\beta^2\sigma^2/2-t^3\beta^3\kappa_3/6$ at $t=1$ and $t=2$,

$$\ln f=2\ln\langle w\rangle_p-\ln\langle w^2\rangle_p\approx-\beta^2\sigma^2+\beta^3\kappa_3 .$$

Positive skewness, as found here, raises $f$. At this size of error the expansion fails: $\beta^3\kappa_3=\gamma(\beta\sigma)^3\approx68$ exceeds $\beta^2\sigma^2\approx21$ and would give $f>1$. An exact form replaces it, provided $\langle w^2\rangle_p$ is finite and the variance of $D$ stays finite up to $\lambda=2$, which is more than was assumed for the free energy itself. Extending the path to $\lambda=2$, $\langle w\rangle_p=e^{-\beta[F(1)-F(0)]}$ and $\langle w^2\rangle_p=e^{-\beta[F(2)-F(0)]}$, so $\ln f=\beta[F(2)-2F(1)+F(0)]$. Adding $\int_0^1\lambda F''d\lambda=F'(1)-F(1)+F(0)$ and $\int_1^2(2-\lambda)F''d\lambda=-F'(1)+F(2)-F(1)$ gives

$$\ln f=-\beta^2\int_0^2\left(1-|\lambda-1|\right)V_\lambda\,d\lambda .$$

The weight integrates to one and peaks at the reference ensemble, where for $s=3$ the variance is only 0.21 of its initial value. The chain's $\ln f=-5.1$ corresponds to a weighted average of $5.1/21\approx0.24$ of the initial variance.

This affects the choice of estimator. Forty batches of 100 independent configurations were drawn for $N=256$. For $s=3$ the truncated formula averages 8.21 meV/atom over the batches, with a scatter between batches of 0.29 meV/atom; the Gaussian variance formula above gives 0.32. A scatter taken from forty batches is itself uncertain by more than a tenth, so these two numbers do not differ significantly. For non-Gaussian $D$ the statistical variance gains the terms $-\beta\kappa_3/M+\beta^2\kappa_4/(4M)$, with $\kappa_4$ the fourth cumulant, and these have opposite signs when both cumulants are positive. The batch average agrees with its own target, 8.20, and so misses the full result by 1.0 meV/atom however many batches are added. The direct exponential average gives 9.25 meV/atom with a scatter of 0.15, much closer to 9.20. Its small excess has the expected sign: the function $-\ln$ is convex, so the expectation value of $-kT\ln\bar w$, with $\bar w$ the batch average of $w$, cannot lie below $\Delta F$. With $f=6\times10^{-3}$ the product $fM$ for a batch of 100 is only about 0.6, a sign that each batch value rests on a few dominant weights, and its scatter amounts to $0.15\times256\approx38$ meV, or $0.7kT$, for the cell. For $s=1$ the two estimators give 3.207 and 3.265 meV/atom against the full 3.267; the exponential value lies slightly below, within the standard error $0.026/\sqrt{40}\approx0.004$ meV/atom of a mean over forty batches.

The exponential average wins here because the variance of $D$ falls steeply along the path, which raises the effective fraction far above its Gaussian value and gives the truncated formula a large remainder. For Gaussian $D$ at the $\beta\sigma=4.6$ of the poorer fit, its effective fraction of $7\times10^{-10}$ would leave a batch of 100 far from the configurations that carry the average, and so strongly biased upward, while the truncated formula would have no truncation error. The value of $\sigma/kT$ alone therefore does not decide between them; the skewness and, where affordable, configurations from the reference ensemble give further guidance, although a skewness estimated from only a hundred configurations is itself quite uncertain. The remaining values are in the numerical output. Either estimator aims at the free energy of the reference method for classical nuclei, so that method's own errors remain in addition to those of the estimator.

## Computed results

```
T = 600 K, kT = 51.704 meV
potential springs: site 1.0, bond 2.0 eV/A^2
error: offset 3.0 meV/atom
error springs: site 0.1, bond -0.1 eV/A^2
error: cubic 0.3 eV/A^3, quartic 0.5 eV/A^4
remainder order in error size: 2.986
-- error scale s = 1, N = 64, meV/atom --
mean of D, potential ens.: 3.4456
variance term: -0.2373
truncated correction: 3.2082
full correction: 3.2665
remainder: 0.0583
leading kappa3 estimate: 0.0845
mean of D, reference ens.: 3.1284
truncated, from reference: 3.2373
average of two means: 3.2870
Var_reference/Var_potential: 0.4589
skewness*sigma/(3 kT): 0.3561
N at which sigma = kT: 108.9 atoms
-- error scale s = 3, N = 64, meV/atom --
mean of D, potential ens.: 10.3367
variance term: -2.1358
truncated correction: 8.2008
full correction: 9.2001
remainder: 0.9993
leading kappa3 estimate: 2.2817
mean of D, reference ens.: 8.5290
truncated, from reference: 8.9709
average of two means: 9.4328
Var_reference/Var_potential: 0.2069
skewness*sigma/(3 kT): 1.0683
N at which sigma = kT: 12.1 atoms
s, N, sigma/kT, skewness, eff. fraction, Gaussian fraction
1   16 0.3833 2.7881 9.312e-01 8.634e-01
1   64 0.7665 1.3937 7.521e-01 5.557e-01
1  256 1.5330 0.6969 3.199e-01 9.537e-02
3   16 1.1499 2.7881 7.264e-01 2.665e-01
3   64 2.2995 1.3937 2.784e-01 5.054e-03
3  256 4.5989 0.6969 6.008e-03 6.526e-10
Gaussian D: sigma/kT, shared area, effective fraction
0.5 0.8026 7.788e-01
1.0 0.6171 3.679e-01
2.0 0.3173 1.832e-02
3.0 0.1336 1.234e-04
rare state: p = 1e-06, depth = 20 kT
rare state: sigma = 0.0200 kT
rare state: truncated -0.000220, full -6.1865 kT
bound sharpness, depth 3 kT: 0.99999
sampling: N = 256, 40 batches of 100
s=1 full 3.2665, truncated 3.2082 meV/atom
  cumulant batches: 3.2074, scatter 0.0342 meV/atom
  exponential batches: 3.2649, scatter 0.0261 meV/atom
s=3 full 9.2001, truncated 8.2008 meV/atom
  cumulant batches: 8.2077, scatter 0.2928 meV/atom
  exponential batches: 9.2533, scatter 0.1504 meV/atom
```
